# Mean-square displacement of a tagged particle in a one-dimensional exclusion gas

## I. From one walker to the current through a cut

### The situation

A dislocation that threads a metal film can offer foreign atoms a path along its core. Take nitrogen in such a core in tungsten, and suppose that the core is a single row of sites, that two atoms cannot share a site, and that escape into the surrounding lattice is rare. An atom with an empty site beside it may hop there, but it cannot pass its neighbour. To travel far it must wait until the atoms ahead have moved away, and those atoms wait for others in turn.

How far does one marked atom travel in a time $t$? A lone atom would have a mean-square displacement proportional to $t$. In the crowded row the answer will turn out to grow as $\sqrt t$.

The model is a line of sites $i$ with spacing $a$. The occupation $\eta_i$ is 1 for a full site and 0 for an empty one. Each particle attempts a hop to the right at rate $\Gamma$ and to the left at rate $\Gamma$, and the hop takes place if the target is empty. There is no other interaction. At the start each site is full with probability $c$, independently of the others, with $0<c<1$. Later a tagged particle will be placed at site 0. Averages $E[\cdot]$ run over both the hops and the random starting arrangement, unless a fixed start is specified.

### The simplest case: one walker

Let $Y_t$ be the displacement of a lone particle, counted in sites, with $Y_0=0$. In a short time $dt$ it changes by $+1$ or $-1$, each with probability $\Gamma\,dt$. Hence

$$\frac{d}{dt}E[Y^2]=\Gamma E[(Y+1)^2+(Y-1)^2-2Y^2]=2\Gamma .$$

The physical displacement $x=aY$ therefore has $\langle x^2\rangle=2\Gamma a^2t$. Comparing this with the definition $\langle x^2\rangle=2Dt$ gives

$$D=\Gamma a^2 .$$

The symbol $D$ keeps this meaning throughout: it is the diffusivity of a particle with no others present.

The mean distance $E|Y|$ will also be needed. By the same reasoning,

$$\frac{d}{dt}E|Y|=\Gamma E\big[|Y+1|+|Y-1|-2|Y|\big].$$

The bracket vanishes when $Y\ne0$, because $|Y|$ is then linear across the three points involved. At $Y=0$ it equals 2. Thus

$$\frac{d}{dt}E|Y|=2\Gamma\,P(Y_t=0).$$

To find the return probability, use $\phi(q)=E[e^{iqY}]$. It obeys $\dot\phi=\Gamma(e^{iq}+e^{-iq}-2)\phi=-2\Gamma(1-\cos q)\phi$, with $\phi=1$ at the start. With $z=2\Gamma t$, Fourier inversion gives

$$P(Y_t=0)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{-z(1-\cos q)}dq=e^{-z}I_0(z).$$

Here $I_n(z)=\pi^{-1}\int_0^\pi \cos(nq)\,e^{z\cos q}dq$ is the modified Bessel function. Since $d/dt=2\Gamma\,d/dz$, we need the integral of $e^{-z}I_0$ from zero. It is

$$E|Y_t|=z e^{-z}[I_0(z)+I_1(z)],\qquad z=2\Gamma t .$$

To verify this, note first that $I_0'=I_1$. Integrating $I_1$ by parts gives $I_1=(z/\pi)\int_0^\pi\sin^2q\,e^{z\cos q}dq$. Writing $\sin^2q=1-\cos^2q$ turns this into $I_1/z=I_0-I_1'$. The derivative of the proposed result is then

$$e^{-z}\big[(1-z)(I_0+I_1)+z(I_1+I_0-I_1/z)\big]=e^{-z}I_0 ,$$

as required, and the expression vanishes at $z=0$.

Two limits follow. At short times $P(Y=0)\approx1$ and $E|Y|\approx2\Gamma t$: the walker has either stayed or made one hop. At long times only small $q$ contributes to the return integral, where $1-\cos q\approx q^2/2$, so that $P(Y=0)\approx(2\pi z)^{-1/2}$. Integration over $z$ gives

$$E|Y_t|\to\sqrt{\frac{2z}{\pi}}=2\sqrt{\frac{\Gamma t}{\pi}} .$$

At $\Gamma t=64$ the Bessel form gives 9.0182 and the long-time form 9.0270, a difference of 0.1%. A test compared the Bessel form with a direct spectral sum for a walker on a long closed row, and both gave 9.018205.

### Two sites with exclusion

Now put exclusion into the smallest system that can show it: one left site, one right site, and a single bond. Let $Q$ be the net number of particles carried from left to right by time $t$. If both sites are full or both are empty, $Q=0$. If one is full, which has probability $2c(1-c)$, the particle hops back and forth at rate $\Gamma$.

Let $p$ be the probability that it is on the side opposite to its start. Then $\dot p=\Gamma(1-p)-\Gamma p$, so $p=(1-e^{-2\Gamma t})/2$. In that event $Q=\pm1$, with equal weights for the two signs. Therefore

$$E[Q]=0,\qquad E[Q^2]=2c(1-c)\,p .$$

Apart from the number 2, the fluctuation is a product of two factors. One is the variance $c(1-c)$ of a site's occupation. The other is the crossing probability of a lone walker. In a longer row the first factor remains, and the second becomes a sum of crossing probabilities over pairs of sites, which can exceed one.

### A closed row of any length

It helps to describe the hops by bonds. Let each bond act at random times with rate $\Gamma$, and let each action exchange the contents of its two sites. If one site is full and the other empty, this is precisely the permitted hop at its proper rate. If both are full or both empty, the occupations do not change. The occupations therefore follow the exclusion dynamics, although an exchange of two full sites must not be read as two physical particles passing each other.

Independent occupation is stationary. An exchange across a bond connects two arrangements with the same number of particles, hence with the same probability, and the forward and reverse rates are equal. Every pair of arrangements is thus in detailed balance.

The mean occupation obeys a closed equation. For a given arrangement, the net flow from $i$ to $i+1$ is

$$\Gamma\big[\eta_i(1-\eta_{i+1})-\eta_{i+1}(1-\eta_i)\big]=\Gamma(\eta_i-\eta_{i+1}).$$

The products cancel. At an interior site, inflow minus outflow gives

$$\frac{d}{dt}E[\eta_i]=\Gamma E[\eta_{i-1}+\eta_{i+1}-2\eta_i].$$

This is the equation of a lone walker. At an end site the missing bond is simply omitted. If $P_{ij}(t)$ is the probability that a lone walker goes from $j$ to $i$ in the same closed row, then

$$E[\eta_i(t)\,|\,\eta(0)]=\sum_jP_{ij}(t)\eta_j(0).$$

This has a practical meaning: exclusion does not slow the spreading of the mean concentration, which proceeds with diffusivity $D$ at any $c$. What it slows is the motion of an identified particle.

Write $\chi=c(1-c)$ for the variance of one occupation. Different sites are independent at the start, so

$$\mathrm{Cov}[\eta_i(t),\eta_j(0)]=\sum_kP_{ik}(t)\,\mathrm{Cov}[\eta_k(0),\eta_j(0)]=\chi P_{ij}(t).$$

Cut the row into a left part $L$ and a right part $R$, and let $N_R$ be the number of particles in $R$. Because the row is closed, the only way to change $N_R$ is through the cut:

$$Q=N_R(t)-N_R(0).$$

Stationarity gives $E[Q]=0$ and $\mathrm{Var}\,N_R(t)=\mathrm{Var}\,N_R(0)=\chi|R|$, where $|R|$ is the number of sites in $R$. Expanding the variance of the difference,

$$\mathrm{Var}\,Q=2\chi|R|-2\chi\sum_{i,j\in R}P_{ij}(t).$$

For each $i$, the sum of $P_{ij}$ over all $j$ is one, since $P$ is symmetric and conserves probability. Hence $|R|=\sum_{i\in R}\sum_{j\in R\cup L}P_{ij}$, and the terms with both sites in $R$ cancel:

$$\mathrm{Var}\,Q=2\chi\sum_{i\in R}\sum_{j\in L}P_{ij}(t).$$

For two sites the double sum is the crossing probability $p$, and the earlier result returns. A harder test used a closed row of eight sites, cut in the middle, with $c=0.3$ and $\Gamma t=1.5$. The master equation for all $2^8$ arrangements gave $\mathrm{Var}\,Q=0.27708350$, and so did the formula.

### The infinite row

Place the cut between sites 0 and 1, and let the ends recede at fixed $t$. The limit is safe for the following reason. A given bond has not acted by time $t$ with probability $e^{-\Gamma t}$. The probability that all of $m$ bonds on one side have acted is $(1-e^{-\Gamma t})^m$, which tends to zero as $m$ grows. An inactive bond isolates the centre from everything beyond it. Rows of different length, given the same starting occupations and bond actions near the centre, then have the same $Q$ once inactive bonds lie within both.

The rare exceptions cannot spoil the variance. In every row $|Q|\le K$, where $K$ is the number of actions of the central bond. $K$ has a Poisson distribution with mean $\Gamma t$ and is independent of the other bonds. The exceptions therefore contribute to $E[Q^2]$ at most $E[K^2]$ times a probability that vanishes.

The double sum converges in the same way. Give every site's content a label. Under the exchanges each label performs a free walk, so the double sum is the expected number of labels that started in $L$ and are in $R$ at time $t$. This number is also at most $K$.

In the infinite row $P_{ij}$ depends on $k=i-j$ alone and equals $P(Y_t=k)$. With $i\ge1$ and $j\le0$ there are $k$ pairs for each $k\ge1$. By the symmetry of the walk,

$$\sum_{i\ge1}\sum_{j\le0}P_{ij}=\sum_{k\ge1}k\,P(Y_t=k)=\tfrac12E|Y_t| .$$

The variance of the current through one bond is therefore

$$\mathrm{Var}\,Q=c(1-c)\,E|Y_t|\;\to\;2c(1-c)\sqrt{\frac{\Gamma t}{\pi}} .$$

The first expression holds at every time, the second at long times. At short times it becomes $2c(1-c)\Gamma t$. This is the total rate of permitted hops over the bond, in both directions, multiplied by $t$, as it should be when at most one hop is likely.

The growth as $\sqrt t$ has a plain origin. Particles that start within a distance of order $\sqrt{\Gamma t}$ of the cut can cross it by time $t$. The random excess of particles on one side, and the random outcome of their walks, both give a squared transfer proportional to the number of sites in that region.

## II. From the current to the tagged particle

### Symbols and results carried over

Sites have spacing $a$ and occupation $\eta_i$ equal to 0 or 1. The occupancy is $c$, the hop rate per direction is $\Gamma$, and the diffusivity of a lone particle is $D=\Gamma a^2$. $Q$ is the net number of particles carried from site 0 to site 1 by time $t$, and $Y_t$ is a free walk counted in sites. For independent starting occupations in an infinite row, $E[Q]=0$ and

$$\mathrm{Var}\,Q=\chi E|Y_t|,\qquad \chi=c(1-c),\qquad E|Y_t|\to2\sqrt{\Gamma t/\pi}.$$

Independent occupation is stationary. The dynamics can be represented by bonds that exchange the contents of their two sites at rate $\Gamma$.

### Using the conserved order

Place a tagged particle at site 0, leaving all other sites independently full with probability $c$. Let $X$ be its displacement in sites. The particles that start to its right remain to its right.

Suppose $X>0$. At time $t$, sites $1,2,\ldots$ contain all the particles that started there, which now lie beyond $X$, together with the particles now on sites 1 to $X$. The latter, including the tag, are the gain of the right half:

$$Q=\sum_{i=1}^{X}\eta_i(t)\qquad(X>0).$$

Suppose instead $X\le0$. The particles that started on the right now occupy the sites beyond $X$. Those on sites $X+1$ to 0 have left the right half, so

$$Q=-\sum_{i=X+1}^{0}\eta_i(t)\qquad(X\le0),$$

with an empty sum for $X=0$. Both statements are exact. They say that the current is the number of particles on the stretch covered by the tag, with a sign. If that stretch has nearly its average occupation, then $Q\approx cX$. It remains to show that the density noise on the stretch does not alter the leading mean square.

### Bounding the density noise

Write $\|A\|=\sqrt{E[A^2]}$ for averages with the tag present. The tag changes the start, so its effect on $Q$ must be bounded first. Compare an ordinary start with one in which site 0 is filled if it was empty, and use the same bond actions for both. The two arrangements differ at no more than one site at any time. Their values of $Q$ therefore differ by at most one, and

$$\big|\,\|Q\|-\sqrt{\chi E|Y_t|}\,\big|\le1 .$$

Since $E|Y_t|$ grows without limit, $\|Q\|/\sqrt{\chi E|Y_t|}\to1$.

From the two order identities, $|cX-Q|$ is the magnitude of $\sum(\eta_i(t)-c)$ over the $|X|$ sites between the start and the tag. This stretch was selected by the motion, so its occupations may not be treated as independent. A bound that covers all stretches at once avoids the difficulty.

Consider the stationary gas first, and let $S_m$ be the sum of $\eta_i-c$ over $m$ given sites. The function $\ln E[e^{\lambda(\eta-c)}]$ has zero value and zero slope at $\lambda=0$. Its second derivative is the variance of a variable that takes the values 0 and 1 with shifted weights, which is at most $1/4$. Hence $E[e^{\lambda S_m}]\le e^{m\lambda^2/8}$. For $x>0$, Markov's inequality gives $P(S_m\ge x)\le e^{-\lambda x+m\lambda^2/8}$. The choice $\lambda=4x/m$, and the same argument for $-S_m$, give

$$P(|S_m|\ge x)\le2e^{-2x^2/m}.$$

Choose $\varepsilon$ with $0<\varepsilon<c$. Let $G_\varepsilon$ be the largest value of $|S_m|-\varepsilon m$ among all stretches that begin at the starting bond and run right or left, or zero if none is positive. With $x=\varepsilon m+g$ one has $x^2/m\ge\varepsilon^2m+2\varepsilon g$. Summing over $m$ and both directions,

$$P(G_\varepsilon\ge g)\le4e^{-4\varepsilon g}\sum_{m\ge1}e^{-2\varepsilon^2m}.$$

The sum is finite and the tail is exponential, so $E[G_\varepsilon^2]$ is finite in the stationary gas and does not depend on $t$. The condition that site 0 was full at the start has probability $c$, and can raise the probability of any later event by at most a factor $1/c$. With the tag present, $\|G_\varepsilon\|$ is thus still bounded by a constant $C_\varepsilon$ independent of time.

It follows that $|cX-Q|\le\varepsilon|X|+G_\varepsilon$, and hence

$$\|cX-Q\|\le\varepsilon\|X\|+C_\varepsilon .$$

Here $\|X\|$ is finite, because the tag makes no more moves than a Poisson number of attempts with mean $2\Gamma t$. The triangle inequality now gives

$$\frac{\|Q\|-C_\varepsilon}{c+\varepsilon}\le\|X\|\le\frac{\|Q\|+C_\varepsilon}{c-\varepsilon}.$$

Divide by $\|Q\|$ and let $t\to\infty$ at fixed $\varepsilon$; the constants drop out. Then let $\varepsilon\to0$. The result is $\|X\|/\|Q\|\to1/c$, or

$$E[X^2]\to\frac{c(1-c)}{c^2}E|Y_t|\to\frac{2(1-c)}{c}\sqrt{\frac{\Gamma t}{\pi}},$$

where each arrow means that the ratio of the two sides tends to one. The physical displacement is $aX$. Multiplying by $a^2$ and inserting $\sqrt\Gamma=\sqrt D/a$,

$$\boxed{\langle(aX)^2\rangle\to2a\,\frac{1-c}{c}\sqrt{\frac{Dt}{\pi}}}$$

### Limits in occupancy and time

Near $c=1$ the empty sites are rare, and each moves almost as a free walker. A vacancy that crosses the tag from right to left moves it one site to the right, and the reverse crossing moves it back. With vacancy density $1-c$, the mean number of net crossings is $(1-c)E|Y|/2$ in each direction. For independent vacancies these numbers are Poisson variables, and the variance of their difference is $(1-c)E|Y|$. This is the limit of the result as $c\to1$.

As $c\to0$ the law diverges at fixed $t$, which signals that it is being used too early. At short times each neighbour of the tag is empty with probability $1-c$, so the mean-square displacement begins as $2(1-c)Dt$. Equating this with the long-time law gives an estimate of the crossover:

$$t_\times=\frac{a^2}{\pi c^2D}.$$

The law requires $t\gg t_\times$ and also $\Gamma t\gg1$.

Direct simulation shows the approach. Each run had 49,152 replicas of a 98-site row with frozen end sites. The table gives $E[X^2]$, with the standard error of the simulation.

| $c$ | $\Gamma t$ | simulation | long-time law |
|---|---:|---:|---:|
| 0.4 | 16.02 | 6.194 ± 0.046 | 6.775 |
| 0.4 | 64.10 | 13.114 ± 0.091 | 13.551 |
| 0.7 | 16.02 | 1.880 ± 0.015 | 1.936 |
| 0.7 | 64.10 | 3.801 ± 0.027 | 3.872 |

At $c=0.4$ the simulation lies 9% below the law at the earlier time and 3% below it at the later one. A constant offset cancels in the growth between the two times. It was 6.920 against 6.775 for $c=0.4$, and 1.922 against 1.936 for $c=0.7$. The test required agreement within 6%. The order identity was also tested, and held in every replica at both times.

### What changes if the start is fixed

The average so far includes the random starting arrangement. Suppose instead that one start is repeated many times, the variance over hops is found, and this variance is then averaged over starts. The part of $\mathrm{Var}\,Q$ due to $E[Q|\eta(0)]$ must be removed.

A particle starting $k$ sites from the far side of the cut, with $k\ge1$, contributes to this conditional mean with weight $\pm P(Y_t\ge k)$. There is one such site on each side, and the occupations are independent with variance $\chi$. The part removed is therefore $2\chi\sum_{k\ge1}P(Y_t\ge k)^2$.

At long times $Y$ is Gaussian with variance $s^2=2\Gamma t$ and density $f$. Let $T(y)=P(Y>y)$, so $T'=-f$ and $yf=-s^2f'$. Two integrations by parts give

$$\int_0^\infty T^2dy=2\int_0^\infty yTf\,dy=2s^2\Big[\tfrac12f(0)-\int_0^\infty f^2dy\Big].$$

With $f(0)=1/(s\sqrt{2\pi})$ and $\int_0^\infty f^2dy=1/(4s\sqrt\pi)$, the right side is $(s/\sqrt{2\pi})(1-1/\sqrt2)$. Twice this is $(1-1/\sqrt2)E|Y|$. A fraction $1/\sqrt2$ of the variance remains. The numerical lattice sum at $\Gamma t=3313.5$ gave 0.7071.

The same factor applies to the tag. Filling site 0 at the start changes $Q$ by at most one, which does not matter at long times. The difference $cX-Q$ is negligible in root mean square relative to $Q$, and subtracting a conditional mean cannot enlarge a root-mean-square difference. The boxed law is thus for an equilibrium ensemble of starts; the spread over hops from a fixed start is smaller by $1/\sqrt2$ in mean square.

### Nitrogen in a dislocation core

Return to the tungsten film, 200 nm thick and held at 700 K for 1 ms. The spacing is the repeat distance along $\langle111\rangle$ in bcc tungsten, with one site assumed per repeat. A rough lattice constant of 0.316 nm gives $a=(\sqrt3/2)(0.316)=0.2737$ nm. The attempt frequency $10^{13}$ s$^{-1}$ and hop barrier 0.9 eV are rough model values, not measurements of this core. The occupancy $c=0.4$ is chosen to make crowding strong.

With $k_BT=0.06032$ eV,

$$\Gamma=10^{13}e^{-0.9/0.06032}\approx3.31\times10^6\ \mathrm{s^{-1}},$$

and $D=\Gamma a^2\approx2.48\times10^5$ nm$^2$/s, or $2.48\times10^{-9}$ cm$^2$/s. Thus $Dt\approx248$ nm$^2$, and

$$\langle(aX)^2\rangle\approx2(0.2737)\frac{0.6}{0.4}\sqrt{\frac{248}{\pi}}\approx7.3\ \mathrm{nm^2}.$$

The root-mean-square displacement is 2.7 nm. A lone atom would have $2Dt\approx496$ nm$^2$, or 22 nm. At this time the tagged value is 1.5% of the free one. This does not make the core a good barrier: with exclusion as the only interaction, the mean nitrogen concentration still spreads with $D$.

### How far the idealizations can be trusted

At $c=0.4$ the finite-time offset was $(0.58\pm0.05)a^2$ at $\Gamma t=16.02$ and $(0.44\pm0.09)a^2$ at $\Gamma t=64.10$, values that agree within their errors. If it keeps this size, it is about 0.5 to 0.6% of the example's result. Other effects can be larger.

**Length.** For closed ends, the current variance at the middle of the 200 nm row agrees at 1 ms with that of an infinite row to about $10^{-12}$, a difference taken to be rounding. At 100 ms the ratio is 0.56. Diffusion times scale as length squared, so a 20 nm film at 1 ms would have nearly the same ratio. The infinite-row law should therefore not be used for a film that thin at this time. If the ends instead exchange atoms freely with a reservoir at the same occupancy, the variance in the thin film is too large rather than too small, by a factor of about 1.6.

Even in the 200 nm film, the example applies to an atom well away from the surfaces. At 1 ms and 10 nm from a surface, the current variance is about a quarter below the infinite-row value for closed ends, and about a quarter above it for such open ends. At 30 nm from a surface both differences are below 1%.

**Escape.** An assumed escape barrier of 2.0 eV gives a rate of 0.040 s$^{-1}$ per atom. About 92 atoms, counting both sides together, lie within $\sqrt{4Dt}$ of the tag, so some 0.004 escapes are expected in 1 ms. Lowering the barrier by 0.1 eV multiplies this by $e^{0.1/0.06032}\approx5$. Frequent escape and return would permit overtaking and end the single-file law.

**Quantum motion.** Let the well and the parabolic barrier top have the same frequency $\nu=10^{13}$ s$^{-1}$, and put $u=h\nu/k_BT$. Averaging the barrier's transmission $1/(1+e^{-2\pi x/u})$ over energies $xk_BT$ with weight $e^{-x}$ multiplies the classical flux by $(u/2)/\sin(u/2)$. The quantized well supplies the factor $\sinh(u/2)/(u/2)$. The product, $\sinh(u/2)/\sin(u/2)=1.040$, raises the tagged mean square by its square root, or 2%. This counts only motion along the hop direction, and the excess over one grows about as $\nu^2$: at $\nu=2\times10^{13}$ s$^{-1}$ the product is 1.17 and the rise is 8%.

**Repulsion.** Neighbouring atoms may repel. A simulation assumed a repulsion of $k_BT\ln4=0.084$ eV and accepted hops that raise the energy with probability $1/4$, leaving other allowed hops at rate $\Gamma$. At $c=0.4$ and $\Gamma t=64.10$ this multiplied the mean square by about 0.7. If the factor persists to 1 ms, the result falls from 7.3 to about 5 nm$^2$. Another hop rule could give another factor.

In a real film, the isolated single row is itself open to doubt. Grain boundaries and dislocation junctions can offer ways around a neighbour. The parameters matter as much: at fixed $c$ and temperature, a change of 0.1 eV in the hop barrier changes $\Gamma$ by a factor of about 5 and the tagged mean square by about 2.3. A change of 0.3 eV would alter the tagged mean square by a factor of about 12. The 7.3 nm$^2$ is therefore a value for the stated model, and without a reliable barrier even its order of magnitude should not be carried over to a real core. The numerical output follows.

## Calculated quantities

```
TESTS
8-site file, c: 0.3, Gamma t: 1.5
Var Q, master equation: 0.27708350
Var Q, formula: 0.27708350
Variance of E[Q|start], master equation: 0.07654717
Variance of E[Q|start], formula: 0.07654717
E|Y| at Gamma t = 64, spectral sum: 9.018205
E|Y| at Gamma t = 64, Bessel form: 9.018205
E|Y| at Gamma t = 64, long-time form: 9.027033
Fixed-start share of Var Q at example time: 0.7071
Simulated replicas per run: 49152
c=0.4, Gamma t=16.02: <X^2>/a^2 = 6.194 +- 0.046, long-time law 6.775
c=0.4, Gamma t=64.10: <X^2>/a^2 = 13.114 +- 0.091, long-time law 13.551
c=0.4: growth between times, simulated 6.920, law 6.775
c=0.7, Gamma t=16.02: <X^2>/a^2 = 1.880 +- 0.015, long-time law 1.936
c=0.7, Gamma t=64.10: <X^2>/a^2 = 3.801 +- 0.027, long-time law 3.872
c=0.7: growth between times, simulated 1.922, law 1.936
EXAMPLE
W lattice constant (rough): 0.316 nm
Site spacing a: 0.2737 nm
Temperature: 700 K, kT: 0.06032 eV
Attempt frequency (rough): 1.0e+13 1/s
Hop barrier (rough): 0.9 eV
Occupancy c: 0.4, time: 1.0 ms
Hop rate per direction Gamma: 3.3135e+06 1/s
Gamma t: 3313.5
D: 2.4815e+05 nm^2/s = 2.4815e-09 cm^2/s
Tagged <X^2>: 7.297 nm^2, rms: 2.701 nm
Free <x^2>: 496.3 nm^2, rms: 22.28 nm
Tagged over free <x^2>: 0.01470
NEGLECTED EFFECTS
Finite-time offset (law - simulation): 0.437 a^2 +- 0.091 a^2
Offset as share of example <X^2>: 0.45 %
Film thickness: 200 nm, sites in file: 731
Finite/infinite file Var Q at 1 ms: 1 - -1.1e-12
Finite/infinite file Var Q at 100 ms: 0.5617
Escape barrier (rough): 2.0 eV
Escape rate per atom: 3.987e-02 1/s
Atoms within sqrt(4Dt) on both sides: 92.1
Expected escapes among them in 1 ms: 3.67e-03
Quantum/classical hop rate: 1.0399
Resulting factor on tagged <X^2>: 1.0198
Assumed neighbour repulsion kT ln 4: 0.0836 eV
<X^2> with/without repulsion at Gamma t=64.10: 0.678
```
